# Chemical-Potential Drops Across a Growing Line Compound, part 2

When a layer of a line compound $\beta$ grows between two neighbours, each element has a definite chemical-potential drop across it. The question is how large these drops are in a nickel silicide stack, and what changes them.

The neighbour $\alpha$ lies on the left, on the A-rich side, and $\gamma$ on the right, on the B-rich side. The atomic fraction of B is $x$, and $g$ is the Gibbs free energy per atom. In each phase

$$(1-x)\mu_A+x\mu_B=g, \tag{1}$$

with $\mu_A=g-xg'$ and $s=\mu_B-\mu_A=g'$. Let $p=x_\beta-x_\alpha$, $q=x_\gamma-x_\beta$ and $R=(p+q)/(pq)$. With interfaces in local equilibrium, $s$ rises across $\beta$ from $s_1$ at $\alpha$ to $s_2$ at $\gamma$:

$$s_1=\frac{g_\beta-g_\alpha}{x_\beta-x_\alpha}, \tag{3}$$

$$s_2=\frac{g_\gamma-g_\beta}{x_\gamma-x_\beta}. \tag{4}$$

The reaction free energy per atom of $\beta$ formed from its neighbours is

$$\Delta G=g_\beta-\frac{q\,g_\alpha+p\,g_\gamma}{p+q}. \tag{5}$$

The drops $D_A$ and $D_B$ are positive for a growing layer; A falls towards $\gamma$, B towards $\alpha$. With superscripts naming the interface,

$$D_A=\mu_A^{\alpha\beta}-\mu_A^{\beta\gamma}=x_\beta R(-\Delta G). \tag{7}$$

Between the pure elements,

$$D_A=\frac{-\Delta G}{1-x_\beta},\qquad D_B=\frac{-\Delta G}{x_\beta}. \tag{9}$$

In the example A is nickel and B is silicon. The stack is Ni/Ni₂Si/NiSi/Si at 623 K, where $k_BT=0.0537$ eV, and each silicide layer is 50 nm thick. The rough formation free energies are $-0.48$ eV per atom for Ni₂Si and $-0.44$ eV per atom for NiSi; the elements have $g=0$. The results so far are:

| Layer | $R$ | $\Delta G$ (eV per atom) | $D_{\rm Ni}$ (eV) | $D_{\rm Si}$ (eV) |
|---|---:|---:|---:|---:|
| Ni₂Si | 9 | −0.187 | 0.56 | 1.12 |
| NiSi | 8 | −0.080 | 0.32 | 0.32 |

Over the whole stack nickel falls by 0.88 eV and silicon by 1.44 eV. The first question concerns the drops across Ni₂Si before NiSi was present.

**Q.** What did Ni₂Si have before NiSi appeared?

**A.** With pure elements on both sides, $\Delta G=-0.48$ eV per atom, and (9) gives $D_{\rm Ni}=0.48/(2/3)=0.72$ eV and $D_{\rm Si}=0.48/(1/3)=1.44$ eV. The arrival of NiSi lowers these to 0.56 and 1.12 eV.

Such a loss is general. Let a new phase $\delta$ appear between $\beta$ and $\gamma$, with reaction free energy $\Delta G_\delta<0$ relative to those two. Its free energy lies below their joining line by that amount:

$$g_\delta=g_\beta+s_2(x_\delta-x_\beta)+\Delta G_\delta .$$

The slope at the new right-hand interface of $\beta$ is therefore

$$s_2'=\frac{g_\delta-g_\beta}{x_\delta-x_\beta}=s_2-\frac{|\Delta G_\delta|}{x_\delta-x_\beta}.$$

The slope $s_1$ at the other interface is unchanged. The A drop of $\beta$ shrinks by

$$x_\beta\frac{|\Delta G_\delta|}{x_\delta-x_\beta}. \tag{11}$$

Here that is $\frac13\cdot0.080/(1/6)=0.16$ eV, which takes 0.72 to 0.56 eV. The argument requires that $\beta$ remains stable against its new neighbour, so that $s_2'>s_1$. For a new phase on the $\alpha$ side, $s_1$ rises in the same way, with the distance $x_\beta-x_\delta$ in the denominator.

**Q.** But the total nickel drop has risen from 0.72 to 0.88 eV, while the silicon total has stayed at 1.44 eV. Is that consistent?

**A.** Yes. The total is set by the end contacts. Silicon has $\mu_{\rm Si}=0$ at one end and its value in the Ni/Ni₂Si contact at the other, and neither contact has changed. For nickel, the contact with silicon has changed from Ni₂Si/Si to NiSi/Si, where $\mu_{\rm Ni}$ is lower.

The old contact was supersaturated with respect to NiSi. There $\mu_{\rm Ni}=-0.72$ eV and $\mu_{\rm Si}=0$, so atoms in equal numbers carried $-0.36$ eV per atom, against $-0.44$ eV in NiSi. The difference of 0.08 eV per atom is the driving energy for its nucleation, and it equals $-\Delta G$ for NiSi in the stack.

**Q.** Then Ni₂Si, with the larger nickel drop, grows faster.

**A.** The drops alone do not decide that. Suppose that nickel alone moves, with flux $J=-M\,d\mu_{\rm Ni}/dz$, where $M$ is a mobility coefficient that may depend on the potential. In a layer of thickness $\ell$ with a steady flux, integration over the thickness gives

$$J\ell=\int M\,d\mu_{\rm Ni}=\bar M D_{\rm Ni},\qquad J=\frac{\bar M D_{\rm Ni}}{\ell}. \tag{12}$$

The integral is taken over the potential range of the layer, from its lower to its upper end, and $\bar M$ is the mean of $M$ over that range. The mean can differ greatly between compounds.

The layers also consume each other. Let $J_1$ be the nickel flux through Ni₂Si and $J_2$ that through NiSi. At the silicon interface, each arriving nickel atom makes one unit of NiSi. At the interface between the silicides, the net supply $J_1-J_2$ converts NiSi into Ni₂Si, one unit per atom:

$$\text{Ni}+\text{NiSi}\to\text{Ni}_2\text{Si}.$$

Per unit area and time, the numbers of formula units change by

$$\dot n_{\rm Ni_2Si}=J_1-J_2,\qquad
\dot n_{\rm NiSi}=J_2-(J_1-J_2)=2J_2-J_1 .$$

Both layers grow when $J_2<J_1<2J_2$. With equal thicknesses, (12) gives

$$\frac{J_1}{J_2}=\frac{0.56}{0.32}\,\frac{\bar M_1}{\bar M_2}=1.75\,\frac{\bar M_1}{\bar M_2}.$$

At this moment both grow if $\bar M_1/\bar M_2$ lies between about 0.57 and 1.14. Above that range NiSi shrinks, and below it Ni₂Si shrinks. As the thicknesses change, so does the flux ratio, and a shrinking layer gains flux because its gradient steepens.

**Q.** Silicon-rich NiSi₂ also exists. Why have you left it out?

**A.** Because inputs of this quality cannot say whether it is stable here. Stability alone would not make it appear either, since nucleation can be very slow when the driving energy is small. Take $-0.30$ eV per atom as its rough formation free energy. Between NiSi and Si, the weights are $2/3$ and $1/3$, and

$$\Delta G=-0.30-\tfrac23(-0.44)=-0.007\ \text{eV per atom}.$$

An error of 0.02 eV per atom in the formation free energy would be three times as large. An unaccounted reaction entropy of $0.2k_B$ per atom contributes 0.011 eV at 623 K, which is also enough to reverse the sign. If the value is taken as it stands, the nickel drop across NiSi₂ is 0.04 eV, and its presence lowers the nickel drop across NiSi from 0.32 to 0.30 eV. Equation (11) gives the same loss of 0.02 eV.

**Q.** If errors of that size matter for NiSi₂, how much do they matter for the other two?

**A.** With the neighbours held fixed, (5) and (7) give

$$\frac{\partial D_{\rm Ni}}{\partial g_\beta}=-x_\beta R .$$

This is $-3$ for Ni₂Si and $-4$ for NiSi. Raising $g_\beta$ by 0.02 eV lowers the nickel drops by 0.06 and 0.08 eV, or 11 % and 25 % of their values. The entropy term of 0.011 eV, taken as a rise of $g_\beta$, lowers them by 0.03 and 0.04 eV. Either correction could have the opposite sign. The neighbours have errors too: if the free energies of the two silicides are wrong by 0.02 eV in opposite directions, the drops shift by 0.10 and 0.14 eV. Even the first decimal is then uncertain, and the second serves only to follow the arithmetic.

**Q.** Thin films are stressed and fine-grained. Your free energies belong to large, relaxed crystals.

**A.** Both effects can be sized in the same way. A film under equal in-plane stresses $\sigma$, free to move along its normal, has strain $\sigma/Y$ in two directions, where $Y$ is the biaxial modulus. Its elastic energy per volume is $2\cdot\frac12\sigma\cdot\sigma/Y=\sigma^2/Y$. For 1 GPa, 200 GPa and 0.012 nm³ per atom, this adds 0.37 meV per atom. If only the layer in question is stressed, its nickel drop falls by 1.1 meV for Ni₂Si and 1.5 meV for NiSi. If both silicides carry the same added energy, the effects partly cancel and each drop falls by 0.4 meV.

For grains I use the pressure $2\Gamma/r$ inside a sphere as an estimate. An interface energy $\Gamma=0.5$ J/m² and a radius $r=50$ nm add 1.5 meV per atom. This lowers the drops by 4.5 and 6 meV if only the layer in question is affected, and by 1.5 meV each if both silicides are. A sphere that fits into a layer of 50 nm has a radius of at most 25 nm, which doubles these values. For these inputs both effects are smaller than the uncertainty of the formation free energies. The stress estimate holds for growth at interfaces parallel to the film, which carry no normal stress. Where lattice sites are added at a boundary that carries the in-plane stress, such as a grain boundary normal to the film, a term of order $\sigma$ times the atomic volume enters, 75 meV per atom for these inputs. For NiSi₂ the grain term would already be a noticeable part of 7 meV.

**Q.** And the silicon dissolved in the nickel?

**A.** Let the nickel at the interface contain 8 % silicon, a rough value, and describe it as a regular solution. Its free energy is that of ideal mixing plus $Wx(1-x)$ per atom. Differentiating the total free energy gives

$$\mu_{\rm Ni}=k_BT\ln(1-x)+Wx^2 .$$

The second term comes from $\partial(WN_AN_B/N)/\partial N_A=W[x-x(1-x)]=Wx^2$. In the same way, $\mu_{\rm Si}=k_BT\ln x+W(1-x)^2$. Equilibrium with Ni₂Si requires, by (1), $\frac23\mu_{\rm Ni}+\frac13\mu_{\rm Si}=-0.48$ eV. At $x=0.08$ this reads $-0.048\ \text{eV}+0.286\,W=-0.48$ eV, so $W=-1.51$ eV. Then

$$\mu_{\rm Ni}=0.0537\ln0.92-1.51\,(0.08)^2=-0.014\ \text{eV}.$$

The upper end of the nickel drop lies lower by this amount, and the drop across Ni₂Si falls from 0.560 to 0.546 eV. This model gives pure silicon on the nickel lattice the same free energy as ordinary silicon. If the change of lattice costs 0.4 eV per silicon atom, the same fit gives 0.543 eV. A solubility of this size read from the phase diagram is set by Ni₃Si rather than Ni₂Si. Fitting 8 % to Ni₃Si at $-0.385$ eV per atom gives $W=-1.61$ eV, about 11 % silicon in contact with Ni₂Si, and a drop of 0.534 eV.

**Q.** You also assumed compounds of zero width. What does a small homogeneity range do?

**A.** Let the range have width $w$, and let the well be a parabola centred on the nominal composition:

$$g=g_\beta+m(x-x_\beta)+\tfrac12K(x-x_\beta)^2,\qquad m=\tfrac12(s_1+s_2).$$

At the edge $x_\beta+\eta_1$ in contact with $\alpha$, the slope is $\sigma_1=m+K\eta_1$, and the tangent must pass through the point of $\alpha$:

$$g_\alpha=g_\beta+m\eta_1+\tfrac12K\eta_1^2-\sigma_1(p+\eta_1)
=g_\beta-p\sigma_1-\tfrac12K\eta_1^2 .$$

The last step uses $\sigma_1\eta_1=m\eta_1+K\eta_1^2$. Solving for $\sigma_1$, and treating the other edge $x_\beta+\eta_2$ in the same way, gives

$$\sigma_1=s_1-\frac{K\eta_1^2}{2p},\qquad \sigma_2=s_2+\frac{K\eta_2^2}{2q}.$$

To leading order, $\eta_1=-w/2$, $\eta_2=w/2$ and $K=(s_2-s_1)/w$. Hence

$$\sigma_2-\sigma_1=(s_2-s_1)\left(1+\frac{Rw}{8}\right).$$

From $\mu_A=g-xg'$ it follows that $d\mu_A=-x\,dg'$. The mean composition in the layer differs from $x_\beta$ by terms of order $w^2$, so the A drop grows by the same factor to first order in $w$. This holds for a parabolic well and for neighbours that are line compounds. If only one silicide has such a range, with $w=0.01$, its own nickel drop grows by about 1 %, to 0.566 eV for Ni₂Si or 0.323 eV for NiSi. If both have this range, the potentials at their shared interface shift as well, and the drops become 0.565 and 0.317 eV. The drop across NiSi then falls slightly instead of rising. The size of these corrections, and the sign of the last one, depend on the shape of the well. If dilute point defects make the deviation from the nominal composition grow exponentially towards the edges of the range, the corrections are smaller, and the drop across NiSi need not fall.

**Q.** Suppose that the interfaces are not quite in equilibrium either.

**A.** Let nickel alone move, and give the interfaces of a layer together the resistance of an additional thickness $\ell^*$ of that layer. Take a single layer whose neighbours pass no nickel on, so that the same flux passes through both resistances. If the mobility coefficient $M$ is constant across the layer, the interfaces therefore take the fraction $\ell^*/(\ell+\ell^*)$ of the available drop. For $\ell^*=5$ nm, chosen for illustration, this is $5/55=9\,\%$. The fraction rises as the layer gets thinner and reaches one half at $\ell=\ell^*$. In the stack the rule does not carry over directly, because only $J_1-J_2$ reacts at the shared interface. If that reaction alone has the resistance of 5 nm and the mobilities are equal, Ni₂Si loses about 4 % of its drop and NiSi gains about 6 %.

Thin layers also strain the linear flux law. Across 50 nm of Ni₂Si the mean nickel gradient is 11 meV/nm. Over a hop of 0.25 nm this is 2.8 meV, or 0.05 of $k_BT$, so a linear law is reasonable if the mobility does not vary strongly across the layer. If it does, the gradient is much steeper where the mobility is low. That case is not remote, since the drop is about $10\,k_BT$. A mobility proportional to $\exp(-\mu_{\rm Ni}/k_BT)$, as for a dilute defect, would vary by a factor of about $3\times10^4$ across the layer, with about $5\,k_BT$ falling over the first hop. In a layer of about 2.6 nm the mean energy drop per hop would equal $k_BT$, and the linear law could no longer be justified by the smallness of that drop.

**Q.** How close is all this to a real nickel contact on silicon?

**A.** The temperature and the phases belong to the regime in which nickel films react with silicon. In thin films, however, NiSi often forms only after the nickel has been used up, so a stack in which both silicides grow together need not occur. A layer of 50 nm is thick compared with those in small modern transistors. The formation free energies are rough, and the drops inherit their errors. Two assumptions deserve most suspicion. First, the nickel–silicon system has further nickel-rich compounds. If a layer of Ni₃Si were present, with a rough $-0.385$ eV per atom, the nickel drop across Ni₂Si would be 0.46 instead of 0.56 eV, a reduction of 18 %. An error of 0.02 eV per atom in the value for Ni₃Si alone moves this figure between 4 and 32 %. Second, a deposited film runs out of nickel. Ni₂Si then has one reacting neighbour left, its potentials settle at their values in contact with NiSi, and its drop goes from 0.56 eV to zero. The drop across NiSi remains 0.32 eV as long as Ni₂Si and Si lie on either side, and NiSi grows at the expense of both. The numerical output below includes the drop across Ni₂Si with Ni₃Si present.

## Table of computed values

```
Largest window error, random cases: 2.0e-15 eV
Largest energy-balance error: 4.4e-16 eV
Temperature: 623 K; kT: 0.0537 eV
Input Ni3Si: x_Si 0.2500, g -0.385 eV/atom
Input Ni2Si: x_Si 0.3333, g -0.480 eV/atom
Input NiSi: x_Si 0.5000, g -0.440 eV/atom
Input NiSi2: x_Si 0.6667, g -0.300 eV/atom
Ni2Si alone between Ni and Si: dG -0.4800 eV/atom,
   drop Ni 0.7200 eV, drop Si 1.4400 eV
Ni2Si between Ni and NiSi: dG -0.1867 eV/atom,
   drop Ni 0.5600 eV, drop Si 1.1200 eV
NiSi between Ni2Si and Si: dG -0.0800 eV/atom,
   drop Ni 0.3200 eV, drop Si 0.3200 eV
NiSi2 between NiSi and Si: dG -0.0067 eV/atom,
   drop Ni 0.0400 eV, drop Si 0.0200 eV
NiSi between Ni2Si and NiSi2: dG -0.0500 eV/atom,
   drop Ni 0.3000 eV, drop Si 0.3000 eV
R: Ni2Si layer 9.000, NiSi layer 8.000
Stack total: Ni 0.8800 eV, Si 1.4400 eV
Ni2Si layer: Ni 54.0, Si 108.1 kJ/mol
NiSi layer: Ni 30.9, Si 30.9 kJ/mol
Ni atoms crossing per atom formed, only Ni mobile: Ni2Si 0.3333, NiSi 0.2500
Layer thickness: 50 nm; hop length: 0.25 nm
Ni gradient: Ni2Si 11.20, NiSi 6.40 meV/nm
Bias per hop over kT, Ni in Ni2Si: 0.0522
Inputs: entropy 0.2 kB/atom, energy error 0.02 eV/atom
Inputs: stress 1 GPa, biaxial modulus 200 GPa
Inputs: interface energy 0.5 J/m2, radius 50 nm, volume 0.012 nm3/atom
Effect of entropy: g shift 10.74 meV/atom,
   Ni drop changes: Ni2Si -32.2 meV, NiSi -42.9 meV
Effect of energy error: g shift 20.00 meV/atom,
   Ni drop changes: Ni2Si -60.0 meV, NiSi -80.0 meV
Effect of stress: g shift 0.37 meV/atom,
   Ni drop changes: Ni2Si -1.1 meV, NiSi -1.5 meV
Effect of curvature: g shift 1.50 meV/atom,
   Ni drop changes: Ni2Si -4.5 meV, NiSi -6.0 meV
Si in Ni: solubility 0.08, fitted interaction -1.508 eV
   Ni drop in Ni2Si becomes 0.5459 eV
Range 0.0101 in Ni2Si: Ni drop 0.5665 eV
Range 0.0101 in NiSi: Ni drop 0.3233 eV
Ni3Si layer added: Ni drop in Ni2Si 0.4600 eV
Interface resistance equal to 5 nm: takes 9.1 % of the drop
```
